\section*{Superjunction On-Resistance: Pitch Scaling, Charge Imbalance and the On-State Pitch Floor, part 1}

(Sections cited here and not found follow in the second part.)

\section{The balanced column: resistance, field and breakdown}

\subsection{The decision and the simplest case}

A calculation of the resistance of a high-voltage drift region built from alternating n and p pillars needs a pillar pitch as an entry. If resistance falls in proportion to pitch, the smallest pitch that can be made is the right entry. If charge errors or depletion of the conducting pillars take over first, that entry gives a resistance which the device cannot have. The choice therefore depends on three results: how resistance scales with pitch, how breakdown responds to unequal pillar charges, and where the on state closes the pillars.

The resistances below are specific resistances: drift-region resistance times total device area. Contacts, channel, substrate and current spreading are left out. Current is carried by electrons of constant mobility \(\mu\), and the permittivity is \(\varepsilon\).

Start with one uniformly doped n layer of donor density \(N\) and thickness \(W\), just depleted at the blocking voltage \(V\). Let \(y\) be the distance from its junction, and let \(E\) be the magnitude of the vertical field. Gauss's law gives a triangle,
\begin{equation}
E(y)=E_m\left(1-\frac{y}{W}\right),\qquad E_m=\frac{qNW}{\varepsilon},\qquad V=\frac{E_mW}{2}.
\end{equation}
With the depletion removed in the on state, the resistance is
\begin{equation}
R_{\rm conv}=\frac{W}{q\mu N}=\frac{W^2}{\mu\varepsilon E_m}=\frac{4V^2}{\mu\varepsilon E_m^3}.
\label{eq:conv}
\end{equation}
The second form uses \(qN=\varepsilon E_m/W\), the third \(W=2V/E_m\). One charge does two jobs here. More donors conduct better, but they also steepen the field and use up the allowed voltage.

A breakdown condition is needed to fix \(E_m\). Take equal ionization rates for electrons and holes, \(\alpha(E)=AE^7\) per unit length. This is an effective rate, since the two carriers differ in a real semiconductor. A pair created on a field line separates: one carrier travels to one end and its partner to the other. Together they cover the whole line and create on average \(\int\alpha\,ds\) new pairs. The process sustains itself when
\begin{equation}
\int A E^7\,ds=1.
\label{eq:aval}
\end{equation}
For the triangle, \(\int_0^W(1-y/W)^7dy=W/8\), so \(AE_m^7W/8=1\). Inserting \(W=2V/E_m\) gives
\begin{equation}
E_m=\left(\frac{4}{AV}\right)^{1/6}.
\label{eq:em}
\end{equation}

\subsection{Adding pillars of opposite charge}

Now divide the layer into vertical n and p pillars, each of width \(w\), with equal doping \(N\) and length \(L\). The pitch is \(P=2w\). Put \(x=0\) at the centre of an n pillar and \(x=w\) at the centre of the neighbouring p pillar. The source end is \(y=0\), at potential zero, and the drain end is \(y=L\), at potential \(V\). The p pillars are tied to the source.

In the off state all pillars are assumed depleted. Far from both ends the potential is \(Vy/L\) plus a function of \(x\) alone. Inside an n pillar Poisson's equation for that function is
\begin{equation}
\frac{d^2\phi}{dx^2}=-\frac{qN}{\varepsilon},\qquad
\frac{d\phi}{dx}=-\frac{qNx}{\varepsilon}.
\end{equation}
The integration constant vanishes because the n-pillar centre is a symmetry plane. The slope is largest in magnitude at the junction \(x=w/2\):
\begin{equation}
E_x=\frac{qNw}{2\varepsilon}.
\label{eq:ex}
\end{equation}
The mean charge is zero, so the vertical field away from the ends has the constant magnitude \(V/L\). Its value at breakdown is called \(E_0\), and the lateral field is measured against it by
\begin{equation}
\eta=\frac{E_x}{E_0}.
\end{equation}

The n pillars occupy half the area. A column of total area \(S\) therefore has resistance \(L/(q\mu NS/2)\), and multiplication by \(S\) gives
\begin{equation}
R_0=\frac{2L}{q\mu N}.
\label{eq:r0def}
\end{equation}
From Eq.~(\ref{eq:ex}), \(qN=2\varepsilon\eta E_0/w\). With \(L=V/E_0\),
\begin{equation}
R_0=\frac{wL}{\mu\varepsilon\eta E_0}
=\frac{wV}{\mu\varepsilon\eta E_0^2}
=\frac{PV}{2\mu\varepsilon\eta E_0^2}.
\label{eq:law}
\end{equation}
This is the proportionality to pitch times breakdown voltage. It holds at fixed \(\eta\), fixed \(E_0\) and fixed mobility. The pitch enters because the lateral field is the doping times the width: a pillar half as wide can hold twice the doping at the same lateral field. The voltage enters once, through the length, since the doping no longer has to fall as the length grows.

\subsection{What voltage scaling follows from avalanche?}

The field \(E_0\) is itself set by breakdown. As a first approximation, average the column laterally, so that each line sees the uniform field \(E_0\). Equation~(\ref{eq:aval}) becomes \(AE_0^7L=1\), and \(L=V/E_0\) turns this into
\begin{equation}
E_0=(AV)^{-1/6}.
\label{eq:e0}
\end{equation}
Substitution in Eq.~(\ref{eq:law}) gives
\begin{equation}
R_0=\frac{w\,A^{1/3}V^{4/3}}{\mu\varepsilon\eta}.
\label{eq:fourthirds}
\end{equation}
The linear law in \(V\) is thus a law at fixed breakdown field. In this avalanche model a longer column breaks down at a slightly lower field, which adds the exponent \(1/3\). Doubling \(V\) at fixed \(w\), \(\eta\) and \(\mu\) should multiply \(R_0\) by \(2^{4/3}=2.52\). A root search for the length at each voltage, followed by Eq.~(\ref{eq:r0def}), gives 2.520.

For the example take \(V=650\) V, \(w=2\ \mu\)m and \(\eta=0.5\), at 300 K. The relative permittivity is 11.7 and \(A=1.8\times10^{-35}\ {\rm cm^{-1}(V/cm)^{-7}}\). These are rough parameters for a silicon column, and the single rate is on the optimistic side. With the separate electron and hole rates of van Overstraeten and de Man, the uniform column found below breaks down near 593 V, and 650 V needs about 34.4 \(\mu\)m, which raises \(R_0\) by a factor of about 1.24. Equation~(\ref{eq:e0}) gives
\begin{equation}
E_0=0.210\ {\rm MV/cm},\qquad
L=\frac{650\ {\rm V}}{0.210\ {\rm MV/cm}}=31.0\ \mu{\rm m}.
\end{equation}
The lateral field is half of \(E_0\), 0.105 MV/cm, and Eq.~(\ref{eq:ex}) then requires \(N=6.79\times10^{15}\ {\rm cm^{-3}}\). With \(\mu=1224\ {\rm cm^2/Vs}\),
\begin{equation}
R_0=\frac{2(31.0\times10^{-4})}
{(1.602\times10^{-19})(1224)(6.79\times10^{15})}\ \Omega\,{\rm cm^2}
=4.66\ {\rm m\Omega\,cm^2}.
\end{equation}

The conventional layer with its triangular field provides a reference at the same \(V\) and \(\mu\). It is not the best conventional design: a layer in which the field is still finite at the far end can have a lower resistance. In this model the best uniformly doped layer ends at a quarter of its peak field and has a resistance 12 per cent lower, which would reduce the gain found below from 15.5 to about 13.6. Equations~(\ref{eq:em}) and (\ref{eq:e0}) give \(E_m=4^{1/6}E_0\), hence \(E_m^3=2E_0^3\). Dividing Eq.~(\ref{eq:conv}) by Eq.~(\ref{eq:law}),
\begin{equation}
\frac{R_{\rm conv}}{R_0}
=\frac{4V^2}{2\mu\varepsilon E_0^3}\,
\frac{\mu\varepsilon\eta E_0^2}{wV}
=\frac{2\eta V}{wE_0}
=\frac{2\eta L}{w}.
\label{eq:gain}
\end{equation}
For the example this is \(2(0.5)(31.0)/2=15.5\), in agreement with the conventional value of \(72.1\ {\rm m\Omega\,cm^2}\). The lighter doping of the conventional layer would raise its mobility, so the common mobility overstates the gain somewhat. The gain comes from the aspect ratio \(L/w\). When \(w\) approaches \(L\), Eq.~(\ref{eq:gain}) predicts a gain of order one, but the separation into a long middle and two short ends has then failed as well.

\subsection{Restoring the ends of the pillars}

The lateral average hides a conflict at the electrodes. In the middle the potential varies with \(x\), whereas each electrode must be an equipotential. The extra field needed to reconcile the two is found from the alternating charge \(qNf(x)\), where \(f=1\) in n pillars and \(f=-1\) in p pillars. Its period is \(2w\), it is even about \(x=0\), and its mean is zero. Write \(k_n=n\pi/w\). The cosine coefficients are
\begin{align}
f_n&=\frac{2}{w}\left[\int_0^{w/2}\cos k_nx\,dx-\int_{w/2}^{w}\cos k_nx\,dx\right]\nonumber\\
&=\frac{2}{wk_n}\left[2\sin\frac{n\pi}{2}-\sin n\pi\right]
=\frac{4}{\pi n}\sin\frac{n\pi}{2}.
\end{align}
Even terms vanish. For odd \(n\) define \(\sigma_n=\sin(n\pi/2)=1,-1,1,\ldots\)

Write the potential as \(Vy/L+\sum_n\Phi_n(y)\cos k_nx\). The first term already meets both electrode potentials, so \(\Phi_n(0)=\Phi_n(L)=0\), and Poisson's equation gives
\begin{equation}
\Phi_n''-k_n^2\Phi_n=-\frac{4qN\sigma_n}{\pi n\varepsilon}.
\end{equation}
A constant particular solution plus the hyperbolic cosine that cancels it at both ends yields
\begin{equation}
\Phi_n(y)=\frac{4qN\sigma_n}{\pi n\varepsilon k_n^2}
\left[1-\frac{\cosh k_n(y-L/2)}{\cosh(k_nL/2)}\right].
\end{equation}
At the source end the derivative is
\begin{equation}
\Phi_n'(0)=\frac{4qN\sigma_n}{\pi n\varepsilon k_n}\tanh\frac{k_nL}{2}.
\end{equation}
For \(L\gg w\) the hyperbolic tangent tends to one. At the n-pillar centre each cosine is one, so the added vertical field is
\begin{equation}
\sum_{n\ {\rm odd}}\frac{4qNw\,\sigma_n}{\pi^2\varepsilon n^2}
=\frac{4G}{\pi^2}\frac{qNw}{\varepsilon}
=aE_x,\qquad a=\frac{8G}{\pi^2}=0.7425 .
\label{eq:a}
\end{equation}
Here \(G=1-1/3^2+1/5^2-\cdots\) is Catalan's constant, and the last step uses \(qNw/\varepsilon=2E_x\). At the drain end \(\Phi_n'\) has the opposite sign. Along the n-pillar centre the vertical field therefore starts at \(E_0(1+a\eta)\), settles to \(E_0\), and ends at \(E_0(1-a\eta)\). Along the p-pillar centre the order is reversed.

The lower value restricts \(\eta\). If \(a\eta>1\), the potential on the n-pillar centre falls towards the drain electrode, so there is a place inside the pillar with potential above \(V\). Electrons from the drain would collect there, and the pillar would not be fully depleted. The assumed charge therefore requires
\begin{equation}
\eta<\frac{\pi^2}{8G}=1.347 .
\end{equation}

How much voltage do the end fields cost? The ionization integral now has to be taken along curved field lines. For the balanced example, 37 lines were followed from the source plane, and none had an integral more than 0.2 per cent above that of the n-pillar centre line. Breakdown comes at 643 V instead of 650 V for the same length and doping. The peak field at that voltage is 0.286 MV/cm, 38 per cent above the mean vertical field, yet the voltage loss is one per cent. The peak is confined: the slowest harmonic of the end field decays over \(w/\pi\), about 0.64 \(\mu\)m, in a column 31 \(\mu\)m long. A criterion based on the largest local field would judge this column much more severely than the avalanche integral does.

\subsection{Why not raise the lateral field?}

Equation~(\ref{eq:law}) favours a large \(\eta\). With \(V=650\) V, \(w=2\ \mu\)m and the mobility held fixed, the column can be lengthened until the worst field line satisfies Eq.~(\ref{eq:aval}), end fields included:
\begin{center}
\begin{tabular}{ccc}
\(\eta\) & \(L\) (\(\mu\)m) & \(R\) (m\(\Omega\,\)cm\(^2\))\\
0.25 & 31.06 & 9.36\\
0.50 & 31.33 & 4.76\\
1.00 & 32.63 & 2.58
\end{tabular}
\end{center}
The last digit depends on the integration step: a finer step gives 32.64 \(\mu\)m in the last row. Resistance nearly halves at each doubling of \(\eta\). The shortfall follows from the first form of Eq.~(\ref{eq:law}) with \(E_0\) replaced by the actual mean field \(V/L\), which gives \(R=wL^2/(\mu\varepsilon\eta V)\): the small increase in length enters squared. For \(\eta=0.5\) the factor is \((31.33/30.97)^2=1.023\), which takes 4.66 to 4.76.

Within this balanced model there is thus no reason to stop at \(\eta=0.5\). A cost appears when the two pillar charges differ, because the lateral field then also measures how much charge can be left uncompensated.

\section{Imbalance and depletion: where the pitch law stops}

\subsection{Quantities carried forward}

The n and p pillars each have width \(w\), so the pitch is \(P=2w\). The n doping is \(N\), the length is \(L\), and \(y\) runs from source to drain. At breakdown the balanced, laterally averaged column has vertical field \(E_0=V/L\), with \(AE_0^7L=1\) for the ionization rate \(AE^7\). The peak lateral field is \(E_x=qNw/(2\varepsilon)=\eta E_0\), and the resistance without on-state depletion is \(R_0=2L/(q\mu N)=wV/(\mu\varepsilon\eta E_0^2)\). End fields add \(aE_x\), with \(a=0.7425\), at the source end of the n-pillar centre and subtract it at the drain end. The example has \(V=650\) V, \(w=2\ \mu\)m, \(\eta=0.5\), \(L=31.0\ \mu\)m and \(R_0=4.66\ {\rm m\Omega\,cm^2}\).

\subsection{A small error in the p doping}

Keep the n doping at \(N\) and let the p doping be \(N(1-\delta)\). The direct effect of doping on electron conduction is then absent, and a change of \(R\) comes from the need to restore the voltage. The two charge densities can be written as a mean plus or minus an alternating part:
\begin{align}
\bar\rho&=\frac{qN-qN(1-\delta)}{2}=\frac{qN\delta}{2},\\
\rho_{\rm alt}&=\frac{qN+qN(1-\delta)}{2}=qN\left(1-\frac{\delta}{2}\right).
\end{align}
The alternating part produces the lateral and end fields already found, reduced by the factor \(1-\delta/2\). The mean charge bends the average potential, \(\bar\phi''=-\bar\rho/\varepsilon\). Integrating once, and choosing the constant so that the total voltage is \(V'\),
\begin{equation}
E(y)=\bar\phi'(y)=\frac{V'}{L}+s\left(\frac L2-y\right),\qquad
s=\frac{qN\delta}{2\varepsilon}=\frac{\delta E_x}{w}.
\label{eq:tilt}
\end{equation}
An excess of donors raises the field at the source end and lowers it by the same amount at the drain end. The natural measure of this tilt is
\begin{equation}
u=\frac{sL}{E_0}=\frac{\delta\eta L}{w}.
\label{eq:u}
\end{equation}
A small doping error is multiplied by the aspect ratio. In the example one per cent of imbalance gives \(u=0.077\).

The field formula can be compared with a direct finite-difference solution of Poisson's equation. For \(L/w=5\), \(\eta=0.5\) and \(\delta=0.10\), the source field at the n-pillar centre should be
\begin{equation}
\frac{E}{E_0}=1+\frac{\eta\delta L}{2w}+a\eta\left(1-\frac\delta2\right)
=1+0.125+0.353=1.478 .
\end{equation}
The numerical value is 1.477. At the drain end the formula and the numerical solution give 0.522 and 0.523.

For balanced pillars, resistance falls in proportion to pitch at fixed \(\eta\), breakdown field and mobility, while a doping error \(\delta\) tilts the vertical field by an amount that grows with the aspect ratio \(L/w\). It remains to find what this tilt costs in breakdown voltage and resistance, and where depletion of the conducting pillars ends the pitch law.
